# Equilibrium grain-boundary groove angle and its effect on film shape

## Problem

A polycrystalline metal film is annealed until atoms can move freely along its surface. Where a grain boundary meets the surface, a groove forms. The surface energy $\gamma_s$ is the same for all surface orientations, and the boundary energy $\gamma_{gb}$ does not depend on how the boundary is inclined. Their ratio is

$$
r=\frac{\gamma_{gb}}{\gamma_s}=\frac12 .
$$

The dihedral angle $\psi$ is the angle between the two surfaces at the groove root, measured through the vapour. A flat surface has $\psi=180^\circ$, and a sharper groove has a smaller $\psi$.

(a) Find the equilibrium value of $\psi$. Does it change if the boundary is tilted?

(b) The film was originally flat, with thickness $H=100$ nm. Its grains are parallel strips of width $L=400$ nm, separated by fixed vertical boundaries. Take $\gamma_s=2$ J/m² and $\gamma_{gb}=1$ J/m². How far below the original surface does the root lie when the surface has reached equilibrium at fixed volume? At what grain width would it reach the substrate?

(c) How much could surface anisotropy, an error in $r$, or the finite width of a measurement change the angle?

All grooves are straight, and all energies below are per unit length along the groove.

## First estimate by scaling

Let the root sink by a small distance $y$, while the surface at horizontal distance $a$ on either side stays fixed. Each surface piece lengthens from $a$ to $\sqrt{a^2+y^2}\approx a+y^2/(2a)$. The two pieces together cost an energy $\gamma_s y^2/a$. The boundary shortens by $y$ and releases $\gamma_{gb}y$. The energy change is therefore

$$
\Delta E\approx\frac{\gamma_s y^2}{a}-\gamma_{gb}y .
$$

The two terms are comparable when the slope $y/a$ is of order $\gamma_{gb}/\gamma_s$. Setting the derivative to zero supplies the numerical factor:

$$
\frac{2\gamma_s y}{a}=\gamma_{gb},\qquad
s\equiv\frac ya=\frac r2=\frac14 .
$$

For a small slope, the slope and the slope angle in radians are nearly equal. Each surface thus descends at about $0.25$ rad, and

$$
\psi\approx\pi-2(0.25)=2.642\ \text{rad}\approx151.4^\circ .
$$

For the film, suppose that the slope falls evenly from $s$ at the root to zero at mid-grain. With $x$ measured from the root, the height above the root is

$$
z(x)=s\left(x-\frac{x^2}{L}\right),\qquad 0\le x\le\frac L2 .
$$

At mid-grain this gives $z=sL/4=25$ nm. The mean height is

$$
\bar z=\frac2L\int_0^{L/2}z\,dx
=\frac{2s}{L}\left(\frac{L^2}{8}-\frac{L^2}{24}\right)
=\frac{sL}{6}\approx16.7\ \text{nm}.
$$

Since volume is conserved, the mean surface stays at its original level, and $\bar z$ is also the depth of the root below that level. Setting $sL/6=H$ gives a grain width of $6H/s=2400$ nm for a root that reaches the substrate.

## Exact solution: the angle

### Vertical boundary

Keep the same two fixed surface points, but no longer assume a small slope. Let $b$ be the boundary length before the root sinks. The energy is

$$
E(y)=2\gamma_s\sqrt{a^2+y^2}+\gamma_{gb}(b-y).
$$

The factor 2 counts the two surfaces. The minus sign appears because sinking the root removes boundary. Differentiation gives

$$
\frac{dE}{dy}=2\gamma_s\frac{y}{\sqrt{a^2+y^2}}-\gamma_{gb}.
$$

If $\theta$ is the angle of each surface below the horizontal, then $\sin\theta=y/\sqrt{a^2+y^2}$. At equilibrium,

$$
2\gamma_s\sin\theta=\gamma_{gb}.
$$

This is a balance of vertical pulls: the boundary pulls the root down, and the two surfaces pull it up. Their horizontal pulls cancel by symmetry. The second derivative,

$$
\frac{d^2E}{dy^2}=\frac{2\gamma_s a^2}{(a^2+y^2)^{3/2}}>0,
$$

shows that the stationary point is a minimum.

The two surfaces and the horizontal directions on either side make up a straight angle, so $\psi+2\theta=\pi$. Hence $\theta=\pi/2-\psi/2$ and $\sin\theta=\cos(\psi/2)$. The general condition is

$$
\boxed{2\gamma_s\cos\frac{\psi}{2}=\gamma_{gb}}
$$

For the given ratio,

$$
\cos\frac{\psi}{2}=\frac14,\qquad
\frac{\psi}{2}=75.52^\circ,\qquad
\psi=151.04^\circ=2.6362\ \text{rad}.
$$

Each surface slopes downward at $14.48^\circ$.

The material displaced by the sinking root must go elsewhere, and this has not yet been counted. The displaced area is of order $ay$, so the associated energy is of order $\lambda ay$, where $\lambda$ is the finite energy cost per unit volume of adding material elsewhere. With $y$ proportional to $a$, this term scales as $a^2$, while the interface energies scale as $a$. It drops out as the region around the root is made small. Volume conservation shapes the surface away from the root but does not alter the root angle.

### Tilted boundary

Let $\mathbf t_1$ and $\mathbf t_2$ be unit vectors pointing from the root along the surfaces, and $\mathbf t_3$ one pointing along the boundary. If the root moves by a small vector $\delta\mathbf r$, the length of interface $i$ changes by $-\mathbf t_i\cdot\delta\mathbf r$, because motion toward its far end shortens it. The energy is stationary for every $\delta\mathbf r$ when

$$
\gamma_s(\mathbf t_1+\mathbf t_2)=-\gamma_{gb}\mathbf t_3 .
$$

Take the squared length of each side. Since $\mathbf t_1\cdot\mathbf t_2=\cos\psi$,

$$
\gamma_s^2(2+2\cos\psi)=\gamma_{gb}^2 .
$$

The identity $1+\cos\psi=2\cos^2(\psi/2)$ turns the left side into $4\gamma_s^2\cos^2(\psi/2)$. For $0<\psi<\pi$ the cosine of the half-angle is positive, so the positive square root recovers the boxed condition. No boundary direction appears in it. This requires that the root be free to move sideways as well as down. If the boundary were held to a rigid tilted plane, only the force balance along that plane would apply, and the angle could change.

The sum $\mathbf t_1+\mathbf t_2$ lies along the bisector of $\psi$. The boundary therefore continues that bisector into the solid. If the boundary is tilted by $10^\circ$ at the root, the whole junction turns by $10^\circ$: the surface slopes become about $24.5^\circ$ and $4.5^\circ$, but their sum and $\psi$ are unchanged. As a test, the total energy of three straight interfaces was minimized numerically. The angle was $151.04^\circ$ both for a vertical boundary and for one whose lower end had been moved sideways.

### Limits and existence

When $r\to0$, the boundary exerts no pull and $\psi\to180^\circ$. When $r=1$, three equal tensions meet and $\psi=120^\circ$. As $r\to2$ from below, $\psi\to0$ and the groove closes into a slit.

The derivative $dE/dy$ starts at $-\gamma_{gb}$ for $y=0$ and rises toward $2\gamma_s-\gamma_{gb}$ at large $y$. It crosses zero once if $\gamma_{gb}<2\gamma_s$. If $\gamma_{gb}\ge2\gamma_s$, it stays negative at every finite depth. Replacing the boundary by two free surfaces then never costs energy at any stage of the descent, and there is no equilibrium groove of finite depth in this local model.

## Exact solution: the film

Let $h(x)$ be the surface height relative to the original flat surface. By symmetry it is enough to treat half a grain, from the root at $x=0$ to the centre at $x=L/2$. Half of one boundary belongs to this region. Apart from a constant, its energy is

$$
F=\gamma_s\int_0^{L/2}\sqrt{1+h'^2}\,dx+\frac{\gamma_{gb}}2h(0),
$$

subject to

$$
\int_0^{L/2}h\,dx=0 .
$$

Subtract $\lambda\int h\,dx$ from $F$ to impose the constraint, and vary $h$ by $\eta(x)$. Write $\varphi$ for the local slope angle, so that $\sin\varphi=h'/\sqrt{1+h'^2}$. The stationary condition is

$$
\gamma_s\int_0^{L/2}\sin\varphi\,\eta'\,dx
+\frac{\gamma_{gb}}2\eta(0)-\lambda\int_0^{L/2}\eta\,dx=0 .
$$

Integrating the first term by parts gives

$$
\gamma_s\big[\sin\varphi\,\eta\big]_0^{L/2}
-\int_0^{L/2}\left(\gamma_s\frac{d\sin\varphi}{dx}+\lambda\right)\eta\,dx
+\frac{\gamma_{gb}}2\eta(0)=0 .
$$

Because $\eta$ is arbitrary inside the interval and at both ends, three conditions follow:

$$
\gamma_s\frac{d\sin\varphi}{dx}=-\lambda,\qquad
\sin\varphi(0)=\frac{\gamma_{gb}}{2\gamma_s},\qquad
\sin\varphi(L/2)=0 .
$$

The second is the root condition already found, so $\varphi(0)=\theta$. The first says that the curvature is constant. Together they give

$$
\sin\varphi=\frac{L/2-x}{R},\qquad R=\frac{L}{2\sin\theta}.
$$

The surface is a circular arc of radius $R$. Using $h'=\tan\varphi$ and integrating from the root,

$$
h(x)-h(0)=\sqrt{R^2-\left(\frac L2-x\right)^2}-R\cos\theta .
$$

The function $\sqrt{1+h'^2}$ is convex in $h'$, while the boundary term and the volume constraint are linear in $h$. This stationary shape is therefore the minimum among single-valued profiles with these fixed boundaries. Motion of the boundaries could lower the energy further.

The depth is $d=-h(0)$. Insert the profile into the volume constraint and set $u=L/2-x$:

$$
\frac{dL}{2}=\int_0^{R\sin\theta}
\left(\sqrt{R^2-u^2}-R\cos\theta\right)du .
$$

With $u=R\sin t$, the first part becomes

$$
R^2\int_0^\theta\cos^2t\,dt
=\frac{R^2}{2}(\theta+\sin\theta\cos\theta).
$$

The second part subtracts $R^2\sin\theta\cos\theta$. Thus

$$
d=\frac{R^2}{L}(\theta-\sin\theta\cos\theta)
=L\,\frac{\theta-\sin\theta\cos\theta}{4\sin^2\theta},
$$

where $\theta$ must be in radians.

For the example, $R=400/(2\times0.25)=800$ nm. With $\theta=0.25268$ rad and $\cos\theta=0.96825$,

$$
\frac dL=\frac{0.25268-0.24206}{0.25}\approx0.0425,
\qquad d\approx17.0\ \text{nm}.
$$

The centre of each grain stands $R(1-\cos\theta)=25.4$ nm above the root, or about 8.4 nm above the original surface. About 83 nm of film remains under the groove.

A separate numerical minimization, in which the heights of a segmented profile were free to move at fixed volume, gave a root angle of $151.04^\circ$ and a depth of 16.99 nm, in agreement with the arc solution.

The depth is proportional to $L$ at fixed $r$. The root reaches the substrate at

$$
L_c=\frac{100\ \text{nm}}{0.04248}\approx2350\ \text{nm}.
$$

For wider grains the continuous equilibrium profile would need to pass below the substrate, so it no longer exists. What follows depends on the energies of the exposed substrate and the film–substrate interface. The criterion $L<L_c$ applies to strip grains with fixed boundaries; it does not cover points where three boundaries meet.

## Comparison of estimate and exact solution

The estimated angle, $151.4^\circ$, is $0.3^\circ$ above the exact one. Expanding the exact result in $s=r/2$ shows why:

$$
\psi=\pi-2\arcsin s
=\pi-2s-\frac{s^3}{3}-\cdots .
$$

The first omitted term is $0.0052$ rad, or $0.3^\circ$. Reading the estimated slope as $\tan\theta$ would instead have given $151.9^\circ$. The two readings agree at leading order. Their difference, about $0.6^\circ$, gives only the order of magnitude of the error in a small-slope estimate.

For the root depth, use $\arcsin s=s+s^3/6+3s^5/40+\cdots$ and $s\sqrt{1-s^2}=s-s^3/2-s^5/8-\cdots$. Their difference is $2s^3/3+s^5/5+\cdots$, so

$$
\frac dL=\frac s6+\frac{s^3}{20}+\cdots
=\frac s6\left(1+\frac{3s^2}{10}+\cdots\right).
$$

At $s=1/4$ the correction is 1.9 percent, which accounts for the change from 16.7 to 17.0 nm. The estimated limiting width, 2400 nm, is correspondingly about 2 percent too large.

The estimate worsens as the groove steepens. At $r=1$ it gives $123^\circ$ instead of $120^\circ$. At $r=2$ it gives $65^\circ$, whereas the exact angle tends to zero. It also gives no sign that equilibrium is lost there.

## What could change the angle

### Surface anisotropy

Suppose both grains have

$$
\gamma(\theta)=\gamma_0(1-\varepsilon\cos4\theta),
$$

with $\gamma_{gb}=\gamma_0/2$ held fixed. For positive $\varepsilon$, the flat orientation has the lowest energy. With fixed surface points, the energy apart from a constant is

$$
E(\theta)=\frac{2a\gamma(\theta)}{\cos\theta}-\gamma_{gb}a\tan\theta .
$$

Setting its derivative to zero gives

$$
2a\left(\frac{\gamma'}{\cos\theta}
+\frac{\gamma\sin\theta}{\cos^2\theta}\right)
-\frac{\gamma_{gb}a}{\cos^2\theta}=0 ,
$$

and multiplication by $\cos^2\theta/a$ yields

$$
2(\gamma\sin\theta+\gamma'\cos\theta)=\gamma_{gb}.
$$

The new term is a torque: turning a surface changes its energy per unit area as well as its length. For $\varepsilon=+0.02$, it resists tilting and opens the groove to $157.3^\circ$, a shift of $+6.2^\circ$. For $\varepsilon=-0.02$, it favours tilting and gives $142.49^\circ$, a shift of $-8.55^\circ$. The second shift is larger because the steeper surface has a larger $\sin4\theta$, and hence a larger torque: $0.077\gamma_0$ in magnitude, against $0.057\gamma_0$. A two percent energy amplitude matters this much because differentiation multiplies it by four, and the torque competes with a pull per surface of only $0.25\gamma_0$. The root depth in the film of part (b) is also sensitive: at fixed volume it becomes about 13 nm for $\varepsilon=+0.02$ and 23 nm for $\varepsilon=-0.02$, against 17 nm for the isotropic surface.

### Energy ratio, measurement and stress

In the isotropic model, changing $r$ by ten percent gives $154.0^\circ$ at $r=0.45$ and $148.1^\circ$ at $r=0.55$. Near $r=1/2$, an angle error of about $3^\circ$ thus corresponds to a ten percent error in the inferred ratio. At smaller $r$ the same angle error matters more: at $r=1/3$ it corresponds to about 15 percent.

A measurement may replace the surface near the root by straight chords. For chords spanning 20 nm horizontally on each side, the arc rises by

$$
\sqrt{800^2-180^2}-\sqrt{800^2-200^2}\approx4.89\ \text{nm}.
$$

The chord slope is $\arctan(4.89/20)\approx13.7^\circ$, and the apparent dihedral angle is $152.5^\circ$. It is $1.5^\circ$ too large because the surface flattens away from the root.

For a rough stress of 200 MPa and modulus of 100 GPa, the elastic energy density is $\sigma^2/(2Y)=2\times10^5$ J/m³, where $\sigma$ is the stress and $Y$ the modulus. Through 100 nm this amounts to 0.02 J/m², or 1 percent of $\gamma_s$. This formula is for uniaxial stress. For the equal biaxial stress usual in a film on a substrate, the density is $\sigma^2(1-\nu)/Y$, which gives 1.4 percent for a Poisson ratio $\nu=0.3$. This ratio is not a one percent change in the angle: a bulk energy of finite density drops out of the balance at the root, as the volume term did. Stress can still alter the surface profile farther away. There the scale to compare with is the capillary pressure $\gamma_s/R=2.5$ MPa: the elastic energy density is about a tenth of it, but the stress itself is 80 times larger. If atoms can also move along the boundary, the stress can drive material between boundary and surface, and the depth found in part (b) no longer applies. The estimate does not include stress concentration at the root.

### Relation to real films

The chosen surface energy is in the rough range for transition metals. A ratio of one half is on the high side for ordinary high-angle boundaries in metals, for which one third is a more typical rough value; the isotropic formula then gives about $161^\circ$. Real crystals break the assumption of isotropy. The two cases treated above give shifts of about 6 and 9 degrees, in opposite directions, for a two percent amplitude; the size and sign of the shift depend on how the crystals are oriented. For two mirror-image grains, rotating this fourfold energy through all orientations moves the shift between about $-9^\circ$ and $+9^\circ$, passing through zero. Adsorbed species or an oxide can also change the relevant energies. The value $151^\circ$ is thus the answer for the stated isotropic ratio, while a measured groove angle needs information about surface orientation before it can be converted reliably into a boundary energy.

## Values computed for the example and the checks

```
Surface energy: 2.00 J/m^2
Grain-boundary energy: 1.00 J/m^2
Energy ratio: 0.500 (dimensionless)
Cosine of half dihedral angle: 0.2500 (dimensionless)
Half dihedral angle: 75.52 degrees
Dihedral angle: 151.04 degrees
Dihedral angle: 2.6362 rad
Surface slope angle: 14.48 degrees
Angle from junction minimization: 151.04 degrees
Angle with tilted boundary: 151.04 degrees
Angle from film minimization: 151.04 degrees
Film thickness: 100.0 nm
Grain width: 400.0 nm
Arc radius: 800.0 nm
Arc height above root: 25.40 nm
Root depth below original surface: 16.99 nm
Root depth from film minimization: 16.99 nm
Root depth / grain width: 0.04248 (dimensionless)
Grain width for root at substrate: 2354 nm
Chord width on each side: 20.0 nm
Apparent angle from chords: 152.52 degrees
Anisotropy amplitude: +0.020 (dimensionless)
  Torque / mean surface energy: +0.0570
  Dihedral angle: 157.29 degrees
  Shift from isotropic angle: +6.24 degrees
Anisotropy amplitude: -0.020 (dimensionless)
  Torque / mean surface energy: -0.0773
  Dihedral angle: 142.49 degrees
  Shift from isotropic angle: -8.55 degrees
Angle at energy ratio 0.450: 153.99 degrees
Angle at energy ratio 0.550: 148.08 degrees
Rough film stress: 200 MPa
Rough elastic modulus: 100 GPa
Elastic energy per film area: 0.0200 J/m^2
Elastic / surface energy: 1.00 percent
```
